**Gap shifts from lattice vibrations: asymptote, tangent and zero-point renormalisation**

The program tests E_g(T) = E_st + Σ a_ν(2N_ν + 1), where E_st is the gap with nuclei at rest, N_ν the Bose factor of mode ν, and a_ν its zero-point contribution from the Fan and Debye–Waller terms. For a model ring of six atoms it asserts that the perturbation sums agree with finite differences of diagonalised gaps, and that the two terms cancel for a rigid translation. It also asserts that the second-order shift is approached by Gaussian averages of diagonalised gaps as the amplitude is reduced. The output gives a static gap of 1.3976 eV, a zero-point renormalisation of −8.1 meV, and an asymptote that returns to the static gap at 0 K. A tangent drawn at 300 K recovers 52% of the renormalisation, and one at 1000 K recovers 84%. Further assertions cover the oscillator variance, the low-temperature power law and the quasi-harmonic strain. With phonon energies kept in the denominators, extrapolation gives 1.42 times the true zero-point shift in a two-level model and half of it for a weakly coupled Fröhlich band edge.

## Program and output

```python
"""Temperature dependence of a band gap from electron-phonon coupling.

Result under test (harmonic nuclei, second order, static denominators):
    gap(T) = gap_static + sum_v a_v * (2 N_v + 1),
    a_v = (Fan_v + DW_v) * hbar^2 / (2 M hbar w_v),
where Fan_v + DW_v is half the second derivative of the gap along the
normalised mode v, N_v is the Bose factor, M the atomic mass, w_v the mode
frequency. The high-T asymptote then meets T = 0 at gap_static.
Also tested: what changes when phonon energies enter the denominators.
Units: eV, angstrom, kelvin.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

KB = const.k / const.e
HBAR2_OVER_ME = const.hbar**2 / const.m_e / const.e * 1e20
E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
ME_OVER_U = const.m_e / const.atomic_mass


def bose(energy, temperature):
    if temperature == 0:
        return 0.0 * energy
    return 1.0 / np.expm1(energy / (KB * temperature))


# ---------- model ring: electron in moving Gaussian wells ----------
n_atoms, spacing = 6, 3.0
well_strength, well_width = 1.2, 0.5
mass_u, phonon_max = 12.0, 0.06
m_max = 4 * n_atoms
index = np.arange(-m_max, m_max + 1)
k_unit = 2 * np.pi / (n_atoms * spacing)
kinetic = np.diag(0.5 * HBAR2_OVER_ME * (k_unit * index)**2)
diff_index = np.arange(-2 * m_max, 2 * m_max + 1)
p_vec = k_unit * diff_index
form = -well_strength * np.exp(-0.5 * (p_vec * well_width)**2) / n_atoms
lookup = index[:, None] - index[None, :] + 2 * m_max
sites = spacing * np.arange(n_atoms)


def hamiltonian(u):
    phases = np.exp(-1j * np.outer(p_vec, sites + u)).sum(axis=1)
    return kinetic + (form * phases)[lookup]


def gap_of(u):
    levels = np.linalg.eigvalsh(hamiltonian(u))
    return levels[n_atoms] - levels[n_atoms - 1]


levels, states = np.linalg.eigh(hamiltonian(np.zeros(n_atoms)))
valence, conduction = n_atoms - 1, n_atoms
gap_static = levels[conduction] - levels[valence]
nearest = min(levels[valence] - levels[valence - 1],
              levels[conduction + 1] - levels[conduction], gap_static)


def fan_and_dw(pattern):
    """Fan and Debye-Waller parts of the gap coefficient of Q^2."""
    site_phase = np.exp(-1j * np.outer(p_vec, sites))
    first = (form * (-1j * p_vec) * (site_phase @ pattern))[lookup]
    second = (form * (-p_vec**2) * (site_phase @ pattern**2))[lookup]
    parts = []
    for n in (conduction, valence):
        coupling = np.abs(states.conj().T @ first @ states[:, n])**2
        others = np.arange(len(levels)) != n
        fan = np.sum(coupling[others] / (levels[n] - levels[others]))
        dw = 0.5 * np.real(states[:, n].conj() @ second @ states[:, n])
        parts.append((fan, dw))
    return np.array(parts[0]) - np.array(parts[1])


# normal modes of the ring with nearest-neighbour springs
eye = np.eye(n_atoms)
springs = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
w2, patterns = np.linalg.eigh(springs * phonon_max**2 / 4)
modes = patterns[:, 1:].T
w = np.sqrt(w2[1:])
coefs = np.array([fan_and_dw(e) for e in modes])

# perturbation sums against finite differences of diagonalised gaps
h = 0.004
for e, c in zip(modes, coefs):
    numeric = (gap_of(h * e) + gap_of(-h * e) - 2 * gap_of(0 * e)) / (2 * h**2)
    assert abs(numeric - c.sum()) < 1e-3 * np.abs(c).max()

# rigid translation: the two parts must cancel
shift_fan, shift_dw = fan_and_dw(np.ones(n_atoms) / np.sqrt(n_atoms))
assert abs(shift_dw) > 1e-2
assert abs(shift_fan + shift_dw) < 1e-7

# thermal oscillator variance from a grid Hamiltonian (hbar = M = w = 1)
dx = 0.2
x = np.arange(-60, 61) * dx
sep = np.subtract.outer(np.arange(121), np.arange(121))
safe = np.where(sep == 0, 1, sep)
kin = np.where(sep == 0, np.pi**2 / 3, 2.0 / safe**2)
kin = kin * (-1.0)**np.abs(sep) / (2 * dx**2)
osc_e, osc_v = np.linalg.eigh(kin + np.diag(x**2 / 2))
for t in (0.2, 0.7, 1.5):
    weight = np.exp(-(osc_e - osc_e[0]) / t)
    variance = np.sum(weight * (x**2 @ osc_v**2)) / weight.sum()
    assert abs(variance - 0.5 / np.tanh(0.5 / t)) < 1e-6

hbar2_over_mass = HBAR2_OVER_ME * ME_OVER_U / mass_u
zero_var = hbar2_over_mass / (2 * w)
a = zero_var * coefs.sum(axis=1)
zpr = a.sum()


def gap_second_order(temperature):
    return gap_static + np.sum(a * (2 * bose(w, temperature) + 1))


# Gaussian average of fully diagonalised gaps, all modes together
nodes, node_weights = np.polynomial.hermite_e.hermegauss(4)
node_weights = node_weights / node_weights.sum()


def gap_full_average(temperature, scale=1.0):
    sigma = scale * np.sqrt(zero_var * (2 * bose(w, temperature) + 1))
    total = 0.0
    for pick in itertools.product(range(4), repeat=len(w)):
        pick = list(pick)
        u = (sigma * nodes[pick]) @ modes
        total += np.prod(node_weights[pick]) * gap_of(u)
    return total


deviation = []
for scale in (0.25, 0.125):
    shift = (gap_full_average(0, scale) - gap_static) / scale**2
    deviation.append(shift / zpr - 1)
assert abs(deviation[1]) < 0.01
assert abs(deviation[0] / deviation[1] - 4) < 0.4
full_gaps = {t: gap_full_average(t) for t in (0, 300, 600)}

# high-temperature asymptote and finite-temperature tangents
slope = 2 * KB * np.sum(a / w)
t_big = 1e6
intercept = 2 * gap_second_order(t_big) - gap_second_order(2 * t_big)
numeric_slope = (gap_second_order(2 * t_big) - gap_second_order(t_big)) / t_big
assert abs(intercept - gap_static) < 2e-3 * abs(zpr)
assert abs(numeric_slope / slope - 1) < 1e-5
assert zpr < 0 and slope < 0
theta_eff = 2 * zpr / slope
recovered = {}
for t in (300, 600, 1000, 2000):
    d = 0.01 * t
    deriv = (gap_second_order(t + d) - gap_second_order(t - d)) / (2 * d)
    tangent = gap_second_order(t) - t * deriv
    y = w / (2 * KB * t)
    formula = gap_static + np.sum(a * (1 / np.tanh(y) - y / np.sinh(y)**2))
    assert abs(tangent - formula) < 1e-3 * abs(zpr)
    recovered[t] = (formula - (gap_static + zpr)) / (-zpr)
y = 0.02
assert abs((1 / np.tanh(y) - y / np.sinh(y)**2) / (2 * y / 3) - 1) < 1e-3

# low-temperature power law for a spectral density w^p with a cutoff at 1
for p in (1, 3):
    def thermal_part(t):
        return quad(lambda v: 2 * v**p / np.expm1(v / t), 0, 1,
                    points=[5 * t, 15 * t], limit=200)[0]
    ratio = thermal_part(0.02) / thermal_part(0.01)
    assert abs(ratio / 2**(p + 1) - 1) < 1e-5

# quasi-harmonic strain from numerical minimisation of the free energy
stiffness, gruneisen, w_qh = 1000.0, 2.0, 0.05
for t in (50.0, 300.0, 1000.0):
    def free_energy(strain):
        wq = w_qh * (1 - gruneisen * strain)
        vib = KB * t * np.log(2 * np.sinh(wq / (2 * KB * t)))
        return 0.5 * stiffness * strain**2 + vib

    def force(strain):
        return (free_energy(strain + 1e-4) - free_energy(strain - 1e-4)) / 2e-4
    strain = brentq(force, -0.01, 0.01, xtol=1e-14)
    law = gruneisen * w_qh * (2 * bose(w_qh, t) + 1) / (2 * stiffness)
    assert abs(strain / law - 1) < 2e-3

# phonon energy in the denominator: edge level coupled to an empty level
w_dyn, height, g = 0.05, 0.17, 0.0005
n_boson = 80
number = np.diag(np.arange(n_boson) * w_dyn)
ladder = np.diag(np.sqrt(np.arange(1, n_boson)), 1)
position = g * (ladder + ladder.T)
h_dyn = np.block([[number, position],
                  [position, number + height * np.eye(n_boson)]])
dyn_e, dyn_v = np.linalg.eigh(h_dyn)
n_list = np.arange(60)
shifts = np.array([dyn_e[np.argmax(np.abs(dyn_v[n]))] - n * w_dyn
                   for n in n_list])
for kt in (0.5 * w_dyn, 2 * w_dyn):
    boltz = np.exp(-n_list * w_dyn / kt)
    average = np.sum(boltz * shifts) / boltz.sum()
    n_bose = 1 / np.expm1(w_dyn / kt)
    law = -g**2 * ((2 * n_bose + 1) * height - w_dyn) / (height**2 - w_dyn**2)
    assert abs(average / law - 1) < 1e-3
thermal_coef = (shifts[1] - shifts[0]) / 2
dyn_ratio = thermal_coef / shifts[0]
assert abs(dyn_ratio / (height / (height - w_dyn)) - 1) < 1e-3

# Froehlich band edge from the electrostatic coupling
m_eff, w_lo, eps_inf, eps_0 = 0.2, 0.05, 5.0, 10.0
kappa = 1 / eps_inf - 1 / eps_0
curv = HBAR2_OVER_ME / (2 * m_eff)
q0 = np.sqrt(w_lo / curv)
emission = (quad(lambda q: 1 / (curv * q**2 + w_lo), 0, 3 * q0)[0]
            + quad(lambda q: 1 / (curv * q**2 + w_lo), 3 * q0, np.inf)[0])
absorption = (quad(lambda q: 1 / (curv * (q + q0)), 0, 3 * q0,
                   weight='cauchy', wvar=q0)[0]
              + quad(lambda q: 1 / (curv * q**2 - w_lo), 3 * q0, np.inf)[0])
assert abs(absorption) < 1e-6 * emission


def polar_shift(kt):
    n_bose = 0.0 if kt == 0 else 1 / np.expm1(w_lo / kt)
    return -kappa * w_lo * E2 / np.pi * ((n_bose + 1) * emission
                                         + n_bose * absorption)


alpha = kappa * E2 / np.sqrt(2 * w_lo * HBAR2_OVER_ME / m_eff)
assert abs(polar_shift(0) / (-alpha * w_lo) - 1) < 1e-6
polar_intercept = 2 * polar_shift(500 * w_lo) - polar_shift(1000 * w_lo)
assert abs(polar_intercept / (-alpha * w_lo / 2) - 1) < 2e-3
polar_fraction = (polar_shift(0) - polar_intercept) / polar_shift(0)

# ---------- printed numbers ----------
print(f"Ring: atoms {n_atoms}, spacing {spacing:.1f} angstrom")
print(f"Well strength {well_strength:.2f} eV, width {well_width:.2f} angstrom")
print(f"Atomic mass {mass_u:.1f} u, top phonon energy {phonon_max:.3f} eV")
print(f"Static gap {gap_static:.5f} eV")
print(f"Smallest distance from an edge to another level {nearest:.3f} eV")
print(f"Translation: Fan {shift_fan:.5f}, DW {shift_dw:.5f} eV/angstrom^2")
print("Modes: energy eV | Fan, DW eV/angstrom^2 | <Q^2> at 0 K angstrom^2 | a eV")
for wi, c, var, ai in zip(w, coefs, zero_var, a):
    print(f"  {wi:.4f} | {c[0]:+.5f}, {c[1]:+.5f} | {var:.6f} | {ai:+.6f}")
print(f"Fan part of ZPR {np.sum(zero_var * coefs[:, 0]):+.6f} eV")
print(f"DW part of ZPR {np.sum(zero_var * coefs[:, 1]):+.6f} eV")
print(f"ZPR {zpr:+.6f} eV = {1000 * zpr:+.3f} meV")
for t in (0, 50, 100, 300, 600, 1000):
    print(f"Second-order gap at {t} K: {gap_second_order(t):.6f} eV")
for t, value in full_gaps.items():
    print(f"Gaussian average of diagonalised gap at {t} K: {value:.6f} eV")
print(f"Relative deviation from second order, amplitude x 1/4: {deviation[0]:+.2e}")
print(f"Relative deviation from second order, amplitude x 1/8: {deviation[1]:+.2e}")
print(f"Asymptotic slope {slope:.4e} eV/K")
print(f"Asymptote intercept at 0 K {intercept:.5f} eV")
print(f"Effective temperature 2*ZPR/slope {theta_eff:.1f} K")
for t, value in recovered.items():
    print(f"Fraction of ZPR recovered by tangent at {t} K: {value:.3f}")
print(f"Dynamic model: phonon {w_dyn:.3f}, level height {height:.3f}, g {g:.4f} eV")
print(f"Dynamic model: true zero-point shift {shifts[0]:.4e} eV")
print(f"Dynamic model: coefficient of 2N+1 {thermal_coef:.4e} eV")
print(f"Dynamic model: extrapolated/true zero-point shift {dyn_ratio:.4f}")
print(f"Polar edge: mass {m_eff:.2f} m_e, phonon {w_lo:.3f} eV")
print(f"Polar edge: eps_inf {eps_inf:.1f}, eps_0 {eps_0:.1f}, alpha {alpha:.4f}")
print(f"Polar edge: zero-point shift {polar_shift(0):.5f} eV")
print(f"Polar edge: asymptote intercept {polar_intercept:.5f} eV")
print(f"Polar edge: fraction revealed by extrapolation {polar_fraction:.3f}")
print("PASS")
```

Output:

```
Ring: atoms 6, spacing 3.0 angstrom
Well strength 1.20 eV, width 0.50 angstrom
Atomic mass 12.0 u, top phonon energy 0.060 eV
Static gap 1.39758 eV
Smallest distance from an edge to another level 1.398 eV
Translation: Fan 0.52689, DW -0.52689 eV/angstrom^2
Modes: energy eV | Fan, DW eV/angstrom^2 | <Q^2> at 0 K angstrom^2 | a eV
  0.0300 | +0.14538, -0.52689 | 0.005806 | -0.002215
  0.0300 | +0.14538, -0.52689 | 0.005806 | -0.002215
  0.0520 | +0.14542, -0.52689 | 0.003352 | -0.001279
  0.0520 | +0.14542, -0.52689 | 0.003352 | -0.001279
  0.0600 | +0.14544, -0.52689 | 0.002903 | -0.001107
Fan part of ZPR +0.003085 eV
DW part of ZPR -0.011180 eV
ZPR -0.008095 eV = -8.095 meV
Second-order gap at 0 K: 1.389482 eV
Second-order gap at 50 K: 1.389473 eV
Second-order gap at 100 K: 1.389186 eV
Second-order gap at 300 K: 1.384406 eV
Second-order gap at 600 K: 1.374252 eV
Second-order gap at 1000 K: 1.359824 eV
Gaussian average of diagonalised gap at 0 K: 1.389502 eV
Gaussian average of diagonalised gap at 300 K: 1.384464 eV
Gaussian average of diagonalised gap at 600 K: 1.374439 eV
Relative deviation from second order, amplitude x 1/4: -1.57e-04
Relative deviation from second order, amplitude x 1/8: -3.93e-05
Asymptotic slope -3.7112e-05 eV/K
Asymptote intercept at 0 K 1.39758 eV
Effective temperature 2*ZPR/slope 436.2 K
Fraction of ZPR recovered by tangent at 300 K: 0.521
Fraction of ZPR recovered by tangent at 600 K: 0.742
Fraction of ZPR recovered by tangent at 1000 K: 0.843
Fraction of ZPR recovered by tangent at 2000 K: 0.921
Dynamic model: phonon 0.050, level height 0.170, g 0.0005 eV
Dynamic model: true zero-point shift -1.1364e-06 eV
Dynamic model: coefficient of 2N+1 -1.6098e-06 eV
Dynamic model: extrapolated/true zero-point shift 1.4166
Polar edge: mass 0.20 m_e, phonon 0.050 eV
Polar edge: eps_inf 5.0, eps_0 10.0, alpha 0.7377
Polar edge: zero-point shift -0.03689 eV
Polar edge: asymptote intercept -0.01845 eV
Polar edge: fraction revealed by extrapolation 0.500
PASS
```
